# Scharfetter–Gummel current between mesh points and its zero at equilibrium

## Two nodes without a field

Take two mesh points a distance \(h\) apart, with electron densities \(n_i\) on the left and \(n_{i+1}\) on the right, and let the electrostatic potential be the same at both and in between. Electrons then move by diffusion alone. With \(q>0\) the elementary charge and \(D\) the diffusion coefficient, the electric current density is \(J=qD\,n'\), where a prime means \(d/dx\). The sign is positive because electrons diffuse towards lower density and carry charge \(-q\). If \(J\) and \(D\) are constant between the nodes, so is \(n'\), and

\[
J=\frac{qD}{h}\,(n_{i+1}-n_i).
\]

The current vanishes when the densities are equal, which is the equilibrium condition in a flat potential.

Now let the potential \(\psi\) differ between the nodes. With mobility \(\mu\),

\[
J=-q\mu n\psi'+qD\,n' .
\]

For nondegenerate electrons at uniform temperature \(T\), the Einstein relation is \(D=\mu V_T\), with \(V_T=k_BT/q\). Writing \(u=\psi/V_T\), we have \(\mu\psi'=Du'\), so

\[
J=qD\,(n'-u'n). \tag{1}
\]

Setting \(J=0\) gives \(n'/n=u'\), hence \(n\propto e^{u}\). With \(\Delta=u_{i+1}-u_i\), equilibrium requires

\[
n_{i+1}=n_i e^{\Delta}. \tag{2}
\]

Keeping the straight-line density of the flat case means using \((n_{i+1}-n_i)/h\) for the slope and the arithmetic mean for the density in the drift term. This is the central difference

\[
J_c=\frac{qD}{h}\left[(n_{i+1}-n_i)-\frac{\Delta}{2}(n_i+n_{i+1})\right]. \tag{3}
\]

Inserting (2) and expanding for small \(\Delta\), the bracket divided by \(n_i\) is

\[
\left(\Delta+\frac{\Delta^2}{2}+\frac{\Delta^3}{6}\right)-\frac{\Delta}{2}\left(2+\Delta+\frac{\Delta^2}{2}\right)+\dots=-\frac{\Delta^3}{12}+\dots
\]

So (3) gives a false current at equilibrium. It is small for small \(\Delta\), but a potential step of several \(V_T\) per interval makes it large. The remedy is to let equation (1) itself determine how the density varies between the nodes.

## First derivation: solve for the density

Assume that \(J\), \(\mu\) and the field are constant on the interval. In one dimension \(J\) is constant in steady state if there is no net generation or recombination inside the interval. Put \(x=0\) at the left node. Then \(u'=\Delta/h\), and (1) is a linear equation with constant coefficients:

\[
n'-\frac{\Delta}{h}n=\frac{J}{qD}.
\]

For \(\Delta\neq0\) a constant \(A\) solves it if \(-\Delta A/h=J/(qD)\), and the homogeneous equation is solved by \(e^{\Delta x/h}\). Therefore

\[
n(x)=A+C e^{\Delta x/h},\qquad J=-\frac{qD}{h}\Delta A .
\]

The nodal values give \(n_i=A+C\) and \(n_{i+1}=A+Ce^{\Delta}\). Subtracting them,

\[
C=\frac{n_{i+1}-n_i}{e^\Delta-1},\qquad A=n_i-C .
\]

The density between the nodes is thus

\[
n(x)=n_i+(n_{i+1}-n_i)\frac{e^{\Delta x/h}-1}{e^\Delta-1}. \tag{4}
\]

Putting \(A\) into the current,

\[
J=\frac{qD}{h}\,\Delta\,(C-n_i)
=\frac{qD}{h}\left[\frac{\Delta}{e^\Delta-1}n_{i+1}-\Delta\left(1+\frac{1}{e^\Delta-1}\right)n_i\right].
\]

The coefficient of \(n_i\) simplifies, because \(1+1/(e^\Delta-1)=e^\Delta/(e^\Delta-1)=1/(1-e^{-\Delta})\). Define the Bernoulli function

\[
B(z)=\frac{z}{e^z-1},\qquad B(0)=1 .
\]

Then \(B(-\Delta)=-\Delta/(e^{-\Delta}-1)=\Delta/(1-e^{-\Delta})\), and the Scharfetter–Gummel current is

\[
\boxed{J=\frac{qD}{h}\left[B(\Delta)\,n_{i+1}-B(-\Delta)\,n_i\right]} \tag{5}
\]

The value \(B(0)=1\) is the limit of \(z/(z+z^2/2+\dots)\), so (5) includes the flat case.

**Equilibrium.** Multiplying numerator and denominator of \(B(\Delta)\) by suitable exponentials gives

\[
e^\Delta B(\Delta)=\frac{\Delta e^\Delta}{e^\Delta-1}=\frac{\Delta}{1-e^{-\Delta}}=B(-\Delta). \tag{6}
\]

Hence

\[
J=\frac{qD}{h}B(\Delta)\left[n_{i+1}-e^\Delta n_i\right].
\]

Since \(z\) and \(e^z-1\) have the same sign, \(B>0\). The current therefore vanishes if and only if (2) holds, whatever the size of \(h\) or \(\Delta\).

**Drift limits.** From (6), \(B(-\Delta)-B(\Delta)=(e^\Delta-1)B(\Delta)=\Delta\). For equal densities, (5) becomes \(J=-qDn_i\Delta/h=-q\mu n_i(\psi_{i+1}-\psi_i)/h\), which is pure drift. For large positive \(\Delta\), \(B(\Delta)\) tends to zero and \(B(-\Delta)\) to \(\Delta\). If also \(n_{i+1}e^{-\Delta}\ll n_i\), the same drift expression results even for unequal densities. Electrons are then driven to the right, towards higher \(\psi\), and the current is set by the density upstream, at the left node.

**Small steps.** Expanding \(B(\pm\Delta)=1\mp\Delta/2+\dots\) turns (5) into (3) to first order in \(\Delta\). The central difference is the small-step form of the Scharfetter–Gummel current.

**Holes.** Their current is \(J_p=-q\mu_p p\psi'-qD_pp'\), or \(-J_p=qD_p(p'+u'p)\). This is (1) with \(J\to-J_p\) and \(u\to-u\), so

\[
J_p=-\frac{qD_p}{h}\left[B(-\Delta)p_{i+1}-B(\Delta)p_i\right].
\]

## Second derivation: integrate before choosing a field

Keep \(J\) and \(\mu\) constant, but leave the shape of \(\psi\) open. Multiply (1) by \(e^{-u}\). Since \((ne^{-u})'=(n'-u'n)e^{-u}\),

\[
(ne^{-u})'=\frac{J}{qD}e^{-u}.
\]

Integrating from node to node,

\[
J=qD\,\frac{n_{i+1}e^{-u_{i+1}}-n_ie^{-u_i}}{\displaystyle\int_{x_i}^{x_{i+1}}e^{-u}\,dx}. \tag{7}
\]

The denominator is positive. The numerator contains nodal values alone, and it vanishes when \(n_{i+1}=n_ie^\Delta\). The equilibrium zero is therefore established before any field is assumed.

For a constant field, \(u=u_i+\Delta(x-x_i)/h\), and

\[
\int_{x_i}^{x_{i+1}}e^{-u}dx=e^{-u_i}\,h\,\frac{1-e^{-\Delta}}{\Delta}=\frac{h\,e^{-u_i}}{B(-\Delta)} .
\]

Dividing by this and using \(e^{-u_{i+1}}=e^{-u_i}e^{-\Delta}\),

\[
J=\frac{qD}{h}B(-\Delta)\left[n_{i+1}e^{-\Delta}-n_i\right].
\]

By (6), \(B(-\Delta)e^{-\Delta}=B(\Delta)\), and this is (5) again.

**Near equilibrium.** Define the quasi-Fermi potential \(\varphi\) by \(n\propto e^{(\psi-\varphi)/V_T}\), and let \(\delta=(\varphi_{i+1}-\varphi_i)/V_T\). Then \(n_{i+1}=n_ie^{\Delta-\delta}\), and

\[
J=\frac{qD}{h}B(-\Delta)\,n_i\,(e^{-\delta}-1). \tag{8}
\]

The current has the sign opposite to \(\delta\). For small \(\delta\) it is \(-q\mu\,n_{\rm eff}(\varphi_{i+1}-\varphi_i)/h\), with \(n_{\rm eff}=n_iB(-\Delta)\). This is the harmonic mean of the equilibrium density \(n_ie^{\Delta s}\), where \(s=(x-x_i)/h\), because

\[
\left[\int_0^1\frac{ds}{n_ie^{\Delta s}}\right]^{-1}=\frac{n_i\Delta}{1-e^{-\Delta}}=n_iB(-\Delta).
\]

Thin slices of the interval act as resistors in series, so the dilute end dominates when \(|\Delta|\) is large.

**A chain of intervals.** Let \(w=ne^{-u}\), and let \(I_k>0\) be the integral of \(e^{-u}\) over interval \(k\). With one current through all intervals, \(w_{k+1}-w_k=JI_k/(qD)\). Summing,

\[
J=qD\,\frac{w_{\rm last}-w_{\rm first}}{\sum_kI_k}. \tag{9}
\]

If the end values of \(w\) agree, then \(J=0\), \(w\) is constant, and every node has its Boltzmann density, however coarse the mesh. Otherwise \(w\) changes monotonically between its positive end values, so no density is negative. With one \(D\) along the chain and the exact integrals \(I_k\), equation (9) is the exact current of this model for any potential. The chain of currents (5) reproduces it when the potential is linear on each interval.

## What each derivation assumes

Both derivations use constant \(J\) and \(\mu\) on the interval and the nondegenerate Einstein relation. The first uses the constant field from its first line and yields the density profile (4). The second uses it just to evaluate one integral, and so separates two properties that (5) combines.

The first property is the equilibrium zero, which does not by itself select Bernoulli functions. Approximating the integral in (7) by \(h\,e^{-(u_i+u_{i+1})/2}\) gives

\[
J=\frac{qD}{h}\left[e^{-\Delta/2}n_{i+1}-e^{\Delta/2}n_i\right],
\]

which also vanishes at equilibrium. For uniform density, however, its bracket is \(-2n_i\sinh(\Delta/2)\) instead of \(-n_i\Delta\). At \(\Delta=3.868\) this drift current is too large by a factor 1.75. The zero fixes only the ratio of the two weights. A constant field also requires the bracket \(-n_i\Delta\) for uniform density, and the two conditions together give the Bernoulli weights.

The second property is the size of the current away from equilibrium, and here a curved potential matters. Let \(u''=c\) be constant. With \(x\) measured from the left node, \(u\) equals its linear interpolant minus \(\tfrac{c}{2}x(h-x)\), since this correction vanishes at both nodes and has second derivative \(c\). For small \(ch^2\) and small \(\Delta\), the integral grows by the factor

\[
1+\frac{c}{2}\,\frac1h\int_0^hx(h-x)\,dx=1+\frac{ch^2}{12}.
\]

The linear-potential integral is too small by this factor, so (5) overestimates the magnitude of the current by the fraction \(ch^2/12\) when \(c>0\). For \(c=0.02\ \mathrm{nm^{-2}}\) and a slope of \(0.10\ \mathrm{nm^{-1}}\) at the left node, quadrature gives errors of 0.669% at \(h=2\) nm and 0.167% at 1 nm, relative to the current in the curved potential. The estimate gives 0.667% and 0.167%.

## Numbers for one interval

The values below are chosen to stress the discretization of (1), not to describe a device. Take the round model values \(T=300\) K, \(\mu=300\ \mathrm{cm^2/(V\,s)}\), \(h=2\) nm, \(n_i=10^{17}\ \mathrm{cm^{-3}}\) and a potential step of 0.1 V. Then

\[
\Delta=\frac{0.1}{0.025852}=3.868,\qquad B(\Delta)=0.08256,\qquad B(-\Delta)=3.951 .
\]

The equilibrium density on the right is \(4.7855\times10^{18}\ \mathrm{cm^{-3}}\), and \(qDn_i/h=6.213\times10^5\ \mathrm{A/cm^2}\). Each term of (5) then has magnitude \(3.951\times6.213\times10^5=2.455\times10^6\ \mathrm{A/cm^2}\). In floating-point arithmetic they cancel to \(1.6\times10^{-16}\) of one term. The central difference (3) gives instead

\[
6.213\times10^5\left[46.855-\frac{3.868}{2}\times48.855\right]=-2.96\times10^7\ \mathrm{A/cm^2}.
\]

Now let the quasi-Fermi potential rise by 1 mV from left to right, so that \(\delta=0.0387\) and \(e^{-\delta}-1=-0.03794\). Equation (8) gives

\[
J=2.455\times10^6\times(-0.03794)=-9.31\times10^4\ \mathrm{A/cm^2},
\]

or \(-0.931\ \mathrm{mA/\mu m^2}\). The false equilibrium current of the central difference is 318 times larger in magnitude. Direct integration of (1) with this \(J\), starting from \(n_i\), was tested to arrive at the right nodal density, \(4.604\times10^{18}\ \mathrm{cm^{-3}}\). It also confirms the midpoint density from (4), \(6.69\times10^{17}\ \mathrm{cm^{-3}}\). The arithmetic mean of the nodal densities is about \(2.35\times10^{18}\ \mathrm{cm^{-3}}\), which shows how poor the straight line is on this interval.

These currents are solutions of (1), not predictions for a semiconductor. The field is \(5\times10^5\ \mathrm{V/cm}\), so \(\mu\psi'=1.5\times10^8\ \mathrm{cm/s}\). For an effective mass \(m=0.3\,m_e\), the thermal velocity \(\sqrt{3k_BT/m}\) is only \(2.1\times10^7\ \mathrm{cm/s}\), and the mean free path implied by this mobility is about 11 nm, longer than \(h\). The one-way thermal flux from the left node, \(qn_i\sqrt{k_BT/(2\pi m)}=7.9\times10^4\ \mathrm{A/cm^2}\), is smaller than the current found above, so a constant-mobility drift-diffusion law overstates real transport at this scale. For a single valley of this mass the effective density of states is \(4.1\times10^{18}\ \mathrm{cm^{-3}}\), so the right node would also be degenerate, a case treated below.

A symmetric barrier shows a further failure of (3). Put three nodes at potentials 0, −0.1 and 0 V, with \(10^{17}\ \mathrm{cm^{-3}}\) at both ends, and let \(d=3.868\). Equal central-difference currents on the two intervals require

\[
n_{\rm mid}\left(1+\frac d2\right)-n_i\left(1-\frac d2\right)=n_i\left(1-\frac d2\right)-n_{\rm mid}\left(1+\frac d2\right),
\]

so \(n_{\rm mid}=n_i(1-d/2)/(1+d/2)=-3.18\times10^{16}\ \mathrm{cm^{-3}}\). It is negative because \(d>2\). The Bernoulli weights give \(n_ie^{-d}=2.09\times10^{15}\ \mathrm{cm^{-3}}\), the Boltzmann value.

On a nonuniform chain of six nodes, the computed equilibrium densities agree with Boltzmann values to a relative \(6\times10^{-14}\). With a 50 mV quasi-Fermi difference between the ends, the chain current is \(-1.0436\times10^3\ \mathrm{A/cm^2}\), and quadrature of (9) gives the same value. The nodes lie at 0, 3, 5, 9, 12 and 20 nm, with potentials 0, −0.05, −0.15, −0.12, 0.03 and 0 V and density \(10^{17}\ \mathrm{cm^{-3}}\) at the first node.

## Where the equilibrium zero is lost

The result needs nodal densities that are Boltzmann factors of the same \(\psi\) that enters \(\Delta\). Two cases relevant to an inversion layer violate this.

For degenerate electrons, a state of energy \(\varepsilon\), in units of \(k_BT\), has occupation \(f=1/(1+e^{\varepsilon-\eta})\), where \(\eta\) is the Fermi level measured from the band edge in the same units. Since \(\partial f/\partial\eta=f(1-f)<f\), the density grows more slowly than \(e^\eta\). At equilibrium \(\eta\) rises by \(\Delta\) across the interval, so for \(\Delta>0\) the right-hand density is too small to cancel the left-hand term in (5). For a three-dimensional parabolic band with \(\eta=-1\) at the left node and \(\Delta=3.868\), the false current is −0.73 of that term. At \(\eta=-12\) it is \(-1.0\times10^{-4}\), and the nondegenerate result is nearly restored.

For a Schrödinger density near a hard wall, the density varies even in a flat potential. With Boltzmann-occupied states \(\sin kx\) at one wall,

\[
n(x)\propto\int_0^\infty\sin^2(kx)\,e^{-\hbar^2k^2/(2mk_BT)}dk\propto1-e^{-2mk_BTx^2/\hbar^2},
\]

from \(\sin^2kx=(1-\cos2kx)/2\) and the Fourier transform of a Gaussian. For \(m=0.3\,m_e\), this gives \(n(2\,\mathrm{nm})/n(1\,\mathrm{nm})=3.024\), as does diagonalization in a 10 nm box. Here \(\Delta=0\), so (5) reports pure diffusion. With \(10^{17}\ \mathrm{cm^{-3}}\) at 1 nm and nodes at 1 and 2 nm, so that \(h=1\) nm, the false current is \(2.5\times10^6\ \mathrm{A/cm^2}\) in a system at equilibrium.

Both cases can be treated by writing \(n\propto e^{u+\lambda-\varphi/V_T}\), where \(\lambda\) collects the deviation from Boltzmann form. If the transport law is \(J=-q\mu n\varphi'\), then differentiating \(\ln n\) gives \(-n\varphi'/V_T=n'-(u+\lambda)'n\), and

\[
J=q\mu V_T\left[n'-(u+\lambda)'n\right].
\]

This is (1) with \(u\) replaced by \(u+\lambda\) and \(D\) by \(\mu V_T\). If \(u+\lambda\) is taken as linear between the nodes, (5) holds with \(\Delta+\lambda_{i+1}-\lambda_i\) in place of \(\Delta\), and the equilibrium zero returns. The size of the current is then only approximate, because \(u+\lambda\) is curved. Near equilibrium, comparing with the harmonic mean of the true density shows the current too small by 13% in the degenerate example with \(\eta=-1\), and by 9% between 1 and 2 nm from the wall. The error grows towards the wall, where \(n\to0\) and \(\lambda\to-\infty\), and an interval ending at the wall cannot be treated this way.

The Bernoulli function also needs care in floating-point arithmetic. For small \(z\), forming \(e^z-1\) by subtraction loses digits, because \(e^z\) is rounded near 1. At \(z=10^{-12}\) the relative error of \(B\) is \(9\times10^{-5}\), whereas a function that computes \(e^z-1\) directly leaves \(4\times10^{-17}\). The value at \(z=0\) must be set to 1 separately.

## Table of computed values

```
temperature: 300 K
thermal voltage VT: 0.025852 V
mobility: 300 cm^2/(V s)
diffusion coefficient D: 7.7556 cm^2/s
edge length h: 2.0 nm
potential step: 0.100 V
scaled step d: 3.8682 (no unit)
B(d): 0.08256 (no unit)
B(-d): 3.95073 (no unit)
left density: 1.000e+17 cm^-3
equilibrium right density: 4.7855e+18 cm^-3
prefactor q D n_left / h: 6.2129e+05 A/cm^2
size of each SG term at equilibrium: 2.4546e+06 A/cm^2
SG equilibrium residual / one term: 1.6e-16
central-difference equilibrium current: -2.9595e+07 A/cm^2
quasi-Fermi step: 1.0 mV
right density with this step: 4.6039e+18 cm^-3
density at edge midpoint with this step: 6.6884e+17 cm^-3
SG current with this step: -9.3134e+04 A/cm^2
same current, converted: -0.9313 mA/um^2
false central / SG current, magnitudes: 317.8
exponential weights, drift / true drift: 1.7510
barrier middle density, SG: 2.0897e+15 cm^-3
barrier middle density, central: -3.1836e+16 cm^-3
chain nodes (nm): 0 3 5 9 12 20
chain potentials (V): 0.00 -0.05 -0.15 -0.12 0.03 0.00
equilibrium densities (cm^-3): 1.000e+17 1.446e+16 3.021e+14 9.640e+14 3.191e+17 1.000e+17
largest relative deviation from Boltzmann: 6.1e-14
chain bias: 50 mV
biased densities (cm^-3): 1.000e+17 1.434e+16 2.572e+14 1.865e+14 4.740e+16 1.446e+16
chain current, SG: -1.04364e+03 A/cm^2
chain current, quadrature: -1.04364e+03 A/cm^2
curved case, slope of u at left node: 0.10 nm^-1
curved case, curvature of u: 0.02 nm^-2
curvature error at h = 2 nm: 0.6687 %
curvature error at h = 1 nm: 0.1668 %
Fermi-Dirac reduced level, left node: -1.0 (no unit)
false current / left term, degenerate: -0.7293
false current / left term, level -12: -1.02e-04
box width: 10 nm; mass: 0.3 m_e
quantum density ratio n(2 nm)/n(1 nm): 3.0242
same ratio, single-wall formula: 3.0244
false SG current, n(1 nm) = left density: 2.5153e+06 A/cm^2
argument for rounding test of B: 1e-12 (no unit)
relative error of B, direct exp(z)-1: 8.9e-05
relative error of B, expm1: 4.4e-17
```
